# Electron Barrier of a Fully Depleted n-p-n Punch-Through Selector, part 1

(Sections cited here and not found follow in the second part.)

## First half: the barrier of the ideal base

### What goes wrong with a straight line

In a crossbar memory each cell sits where a row wire crosses a column wire. To reach one cell, its row is raised to \(V\), its column is held at zero, and all other wires are held at \(V/2\). The chosen cell sees \(V\). The other cells on its row and column see \(V/2\), and they leak. A selector in series with each memory element must therefore pass a large current at \(V\) and a small one at \(V/2\).

One such selector is a thin p-type layer between two n-type contacts. Electrons must climb a barrier in the p layer, and the applied voltage lowers it. By symmetry, the middle of an unbiased layer feels half of a small applied voltage, so the barrier first falls by half an electronvolt per volt. Suppose that this rate is used at every voltage. Between \(V/2\) and \(V\) the barrier would then fall by \(V/4\). With \(V=1.2\) V this is 0.30 eV, and at 300 K, where \(kT=0.02585\) eV, the current ratio would be \(e^{0.30/0.02585}\approx1.1\times10^5\).

For the layer treated below the ideal fall is 0.2005 eV and the ratio is about 2300. The straight line overstates the selectivity by a factor of nearly 50. The error arises because the top of the barrier moves towards the source as the voltage rises, and there it feels a smaller share of the voltage.

### The simplest case: no applied voltage

Let the p layer, called the base, occupy \(0<x<W\). It has a uniform acceptor density \(N\) and a constant permittivity \(\varepsilon\). Four assumptions define the ideal model:

- The problem is one-dimensional.
- All acceptors are ionized, and the base holds no holes: it is fully depleted.
- The charge of electrons in the base is neglected.
- The contacts are equipotentials up to the planes \(x=0\) and \(x=W\).

The charge density is then \(\rho=-qN\), where \(q>0\) is the elementary charge. Poisson's equation for the electrostatic potential \(\psi\) is

\[
\frac{d^2\psi}{dx^2}=-\frac{\rho}{\varepsilon}=+\frac{qN}{\varepsilon}.
\]

An electron has charge \(-q\), so its potential energy in joules is \(-q\psi\). Expressed in electronvolts, this energy has the numerical value \(U=-\psi\), with \(\psi\) in volts. Energies in eV and potentials in V are added on this understanding throughout, and \(kT\) is also in eV. Hence

\[
U''=-\frac{qN}{\varepsilon}.
\]

The negative sign makes \(U\) curve downwards, as a barrier must. Measure \(U\) from the conduction-band edge of the source contact at \(x=0\). Without bias the two contacts are at the same energy, so \(U(0)=U(W)=0\). Two integrations give

\[
U=-\frac{qN}{2\varepsilon}x^2+C_1x+C_2 .
\]

The condition at \(x=0\) gives \(C_2=0\). The condition at \(x=W\) gives \(C_1=qNW/(2\varepsilon)\). Therefore

\[
U=\frac{qN}{2\varepsilon}\,x(W-x).
\]

The product \(x(W-x)\) is largest at \(x=W/2\), where it equals \(W^2/4\). With the abbreviation

\[
F=\frac{qNW^2}{2\varepsilon},
\]

the unbiased barrier is \(F/4\).

Gauss's law gives the same value. By symmetry the field vanishes in the middle. Between the middle and one edge lies the charge \(qNW/2\) per unit area, so the edge field is \(qNW/(2\varepsilon)\). The field varies linearly over the distance \(W/2\), and its average is half the edge value. The potential difference is

\[
\frac12\cdot\frac{qNW}{2\varepsilon}\cdot\frac W2=\frac{qNW^2}{8\varepsilon}=\frac F4 .
\]

For numbers, take \(W=60\) nm, \(N=10^{18}\ \mathrm{cm^{-3}}\) and a relative permittivity of 12. Then \(qN/\varepsilon=1.508\times10^{-3}\ \mathrm{V/nm^2}\), and

\[
F=\tfrac12(1.508\times10^{-3})(60)^2\ \mathrm V=2.714\ \mathrm V .
\]

The unbiased barrier is \(2.714/4=0.679\) eV.

### Adding the voltage

Hold the source at zero and raise the drain, at \(x=W\), to \(+V\). This is the voltage across the selector alone; any drop across the memory element must be subtracted first. A positive potential lowers the energy of an electron, so the new boundary values are

\[
U(0)=0,\qquad U(W)=-V .
\]

The charge in the base has not changed, and neither has \(U''\). What must be added to the unbiased solution is a function with zero second derivative that vanishes at the source and equals \(-V\) at the drain. This is the straight line \(-Vx/W\). With \(s=x/W\),

\[
U=Fs(1-s)-Vs=F s\left(1-\frac VF-s\right).
\]

Define

\[
s_*=\frac12\left(1-\frac VF\right)=\frac{F-V}{2F}.
\]

Then \(1-V/F=2s_*\), and completing the square gives

\[
U=F(2s_*s-s^2)=F\left[s_*^2-(s-s_*)^2\right].
\]

The squared term cannot be negative, so the largest value of \(U\) is reached at \(s=s_*\), provided that this point lies in the base. For \(0\le V<F\) we have \(0<s_*\le1/2\), so it does. The barrier seen from the source is

\[
\boxed{\ \varphi(V)=Fs_*^2=\frac{(F-V)^2}{4F},\qquad 0\le V<F\ }
\]

in eV when \(F\) and \(V\) are in volts. Here \(\varphi\) is measured from the source band edge. If the source Fermi level lies an energy \(\mu\) above that edge, the height above the Fermi level is \(\varphi-\mu\).

For the layer above, with 1.2 V applied,

\[
\varphi=\frac{(2.714-1.2)^2}{4\times2.714}\ \mathrm{eV}=0.211\ \mathrm{eV},
\qquad x_*=\frac{2.714-1.2}{2\times2.714}\times60\ \mathrm{nm}=16.7\ \mathrm{nm}.
\]

At 0.6 V the same formulas give 0.412 eV and 23.4 nm.

### Limits of the formula

Without voltage, \(\varphi=F/4\) and \(s_*=1/2\), as found before. Expanding the square gives

\[
\varphi=\frac{F^2-2FV+V^2}{4F}=\frac F4-\frac V2+\frac{V^2}{4F}.
\]

The first two terms are the straight line of the opening. The last term is what it misses. At 1.2 V it amounts to \(1.44/(4\times2.714)=0.133\) eV, which is more than half of the remaining barrier.

At the upper end, consider the slope at the source edge:

\[
U'(0)=\frac1W\left.\frac{dU}{ds}\right|_{s=0}=\frac{F-V}{W}.
\]

It vanishes at \(V=F\). The band is then flat where it meets the source, which is why \(F\) is called the flat-band voltage. For \(V>F\) the energy falls from the source onwards, the highest point is the source edge, and the barrier of the ideal model is zero. With the mobile charge treated in the second half, a barrier of about 0.11 eV (Boltzmann statistics) or 0.13 eV (Fermi-Dirac statistics) remains at \(V=F\). The quadratic expression would rise again beyond \(F\), but its maximum would lie at negative \(s_*\), outside the base. The formula must not be used there.

The reversed voltage provides another limit. For \(-F<V<0\) the point \(s_*\) still lies in the base, and the height above the contact at \(x=0\) is \((F+|V|)^2/(4F)\). Electrons now flow from the contact at \(x=W\), whose band edge lies higher by \(|V|\). Their barrier is

\[
\frac{(F+|V|)^2}{4F}-|V|=\frac{F^2+2F|V|+V^2-4F|V|}{4F}=\frac{(F-|V|)^2}{4F}.
\]

The device works equally in both directions, as its symmetry requires.

### How fast the barrier falls

Differentiation with respect to the voltage at fixed \(F\) gives

\[
\frac{d\varphi}{dV}=\frac{2(F-V)(-1)}{4F}=-\frac{F-V}{2F}=-s_*.
\]

The rate is the fractional distance of the peak from the source. This follows directly from the straight line \(-Vs\): a small extra voltage \(\delta V\) lowers the point \(s_*\) by \(s_*\,\delta V\). The accompanying shift of the peak has no first-order effect on its height, because the slope is zero there.

To turn this into a current, let electrons cross the barrier by thermal activation. The flux from the source is proportional to \(e^{-(\varphi-\mu)/kT}\). Electrons returning from the drain must climb \(\varphi+V\), so their flux is smaller by \(e^{-V/kT}\). With a prefactor \(A\) that does not depend on voltage,

\[
J=A\,e^{-(\varphi-\mu)/kT}\left(1-e^{-V/kT}\right).
\]

For \(V\gg kT\) the last factor is close to one, and

\[
\frac{d\ln J}{dV}=-\frac1{kT}\frac{d\varphi}{dV}=\frac{s_*}{kT}.
\]

Writing this as \(1/(mkT)\) defines a local ideality factor \(m=1/s_*=2F/(F-V)\). For the ideal barrier it is 2.57 at 0.6 V and 3.58 at 1.2 V; the mobile charge treated in the second half raises the latter to about 4.0. The logarithm of the current thus rises ever more slowly with voltage, even before any series resistance is considered.

### When the base is really depleted

The formula assumes that no hole-filled, neutral region remains in the base. Let \(B\) be the built-in voltage of one contact-base junction. In equilibrium the electron density is \(D\), the donor density, in the contact. In a neutral base it is \(n_i^2/N\), where \(n_i\) is the intrinsic density. In Boltzmann statistics their ratio is \(e^{B/kT}\), so

\[
B=kT\ln\frac{ND}{n_i^2}.
\]

With \(D=10^{20}\ \mathrm{cm^{-3}}\) and the rough silicon value \(n_i=10^{10}\ \mathrm{cm^{-3}}\), this is \(0.02585\ln10^{18}=1.07\) V.

Now suppose that a neutral region does remain. In the depletion approximation, a layer of width \(w\) with zero field at its inner edge supports a drop \(qNw^2/(2\varepsilon)\), which is \(F(w/W)^2\). The source junction supports approximately \(B\); the few \(kT\) of forward bias needed by a floating base are neglected. The drain junction supports \(B+V\). Their fractional widths are therefore \(\sqrt{B/F}\) and \(\sqrt{(B+V)/F}\). The neutral region disappears when these add to one:

\[
\sqrt B+\sqrt{B+V_{\rm pt}}=\sqrt F .
\]

Moving \(\sqrt B\) to the right and squaring gives \(B+V_{\rm pt}=F-2\sqrt{FB}+B\), hence

\[
V_{\rm pt}=F-2\sqrt{FB}.
\]

This punch-through voltage is positive if \(F>4B\). Inserting it in the barrier formula gives

\[
\varphi(V_{\rm pt})=\frac{(2\sqrt{FB})^2}{4F}=B,
\]

so the barrier joins continuously to its value in a base with a neutral region. If \(F\le4B\), the base is depleted from zero bias. The 60 nm layer qualifies, since 2.71 V is less than 4.28 V. A 100 nm base of the same doping has \(F=7.54\) V. In this approximation it is fully depleted only above about 1.86 V, and the barrier formula applies to it only from there on. Each \(kT\) of the neglected forward bias at the source junction would raise this voltage by about 0.07 V. The real transition is gradual: with mobile electrons and holes included in Poisson's equation in Boltzmann statistics, and the holes taken to be in equilibrium with the source, the hole density at the peak is still about \(0.2N\) at 1.86 V and falls to about \(0.03N\) at 2.2 V.

### The half-select contrast

The fall of the barrier between half and full selection is

\[
\Delta=\varphi(V/2)-\varphi(V)=\frac{(F-V/2)^2-(F-V)^2}{4F}.
\]

The numerator is \((F^2-FV+V^2/4)-(F^2-2FV+V^2)=FV-\tfrac34V^2\). Thus

\[
\Delta=\frac V4-\frac{3V^2}{16F}.
\]

At 1.2 V this is \(0.3000-0.0995=0.2005\) eV. At 300 K and with equal prefactors, the current ratio is \(R=e^{\Delta/kT}=2337\). At 358 K, with \(F\) and \(V\) held fixed, it is 665.

An array of \(M\) rows and \(M\) columns has \(2(M-1)\) half-selected cells. If their total leakage may not exceed the selected current, then

\[
2(M-1)\le R,\qquad M\le1+\frac R2 .
\]

The ideal ratio allows about 1170 rows at 300 K and 330 at 358 K. This estimate assumes identical selectors, wires without resistance, and no voltage lost in the memory elements.

## Second half: contacts, mobile charge and real limits

### What is carried over

The base has width \(W=60\) nm, acceptor density \(N=10^{18}\ \mathrm{cm^{-3}}\) and relative permittivity 12. Its flat-band voltage is \(F=qNW^2/(2\varepsilon)=2.714\) V. The source is grounded and the drain is at \(V\). The electron energy \(U\), in eV, is measured from the source band edge, and \(s=x/W\). The ideal results are

\[
\varphi=\frac{(F-V)^2}{4F},\qquad s_*=\frac{F-V}{2F},\qquad
\Delta=\varphi(V/2)-\varphi(V).
\]

The contact donor density is \(D=10^{20}\ \mathrm{cm^{-3}}\), and \(kT=0.02585\) eV at 300 K. Full selection means 1.2 V and half selection 0.6 V. The ideal current ratio between them is \(R=2337\).

### First extension: contacts that deplete

A contact of finite doping is not an equipotential up to the junction. The acceptor charge between the source and the peak must be balanced by uncovered donors. If the donor layer has width \(a\) and the peak lies at \(x_*=s_*W\), then \(Da=Nx_*\), because the field vanishes both at the peak and deep in the contact.

The energy rises in the donor layer by

\[
\frac{qDa^2}{2\varepsilon}=\frac ND\,\frac{qNx_*^2}{2\varepsilon}=rFs_*^2,
\qquad r=\frac ND,
\]

and in the base by a further \(Fs_*^2\). Set \(F'=(1+r)F\). The total rise from the source, and by the same argument the total fall to the drain, are

\[
\varphi=F's_*^2,\qquad \varphi+V=F'(1-s_*)^2 .
\]

Subtracting the first from the second gives \(V=F'(1-2s_*)\), so \(s_*=(F'-V)/(2F')\) and

\[
\varphi=\frac{(F'-V)^2}{4F'} .
\]

The law keeps its form. For \(r\to0\) the ideal result returns. Here \(r=0.01\) and \(F'=2.741\) V, and the barrier rises from 0.679 to 0.685 eV without bias and from 0.211 to 0.217 eV at 1.2 V. This correction is small, but it still assumes sharp edges of the charged layers. Thermal motion blurs them.

We now have the ideal barrier law and its half-select contrast, and have seen that depletion of the contacts keeps the form of the law and changes the barrier only slightly. What remains is the effect of mobile electrons, followed by tunnelling, high fields and random acceptors.

Numbers in the example were calculated in double precision.
